# The n=2 level in first-order direct perturbation theory: verification in Python

```python
"""
Result under test: first-order direct perturbation theory for one electron in
V = -Z/r shifts the n = 2 level E0 = -Z^2/8 by
    -5 Z^4/(128 c^2)  for 2s1/2 and 2p1/2,   -Z^4/(128 c^2)  for 2p3/2,
from E1/c^2 with E1 = (1/4) <sigma.p phi0 | V - E0 | sigma.p phi0>.

Symbols (Hartree atomic units, rest energy excluded):
  P, Q   radial upper component and radial lower component times c
  P0, Q0 their limits for infinite c, Q0 = (P0' + kappa P0/r)/2
  kappa  -1 for 2s1/2, +1 for 2p1/2, -2 for 2p3/2
The independent roads are a three-dimensional quadrature with Pauli matrices
and a numerical solution of the radial Dirac equation by shooting.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import alpha, physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

r, Z = sp.symbols("r Z", positive=True)
E0 = -Z**2 / 8
V = -Z / r
R_2s = Z**sp.Rational(3, 2) / sp.sqrt(2) * (1 - Z*r/2) * sp.exp(-Z*r/2)
R_2p = Z**sp.Rational(5, 2) / (2*sp.sqrt(6)) * r * sp.exp(-Z*r/2)
states = {"2s1/2": (-1, R_2s), "2p1/2": (1, R_2p), "2p3/2": (-2, R_2p)}
claimed = {"2s1/2": sp.Rational(-5, 128), "2p1/2": sp.Rational(-5, 128),
           "2p3/2": sp.Rational(-1, 128)}


def radial_integral(expression):
    return sp.simplify(sp.integrate(sp.expand(expression), (r, 0, sp.oo)))


# Symbolic radial evaluation for general Z
radial = {}
moments = {}
for name, (kappa, R) in states.items():
    P0 = sp.expand(r * R)
    Q0 = sp.expand((sp.diff(P0, r) + kappa*P0/r) / 2)
    residual = sp.diff(Q0, r) - kappa*Q0/r + (E0 - V)*P0
    assert sp.simplify(residual) == 0
    assert radial_integral(P0**2) == 1
    assert sp.limit(Q0**2 / r, r, 0) == 0
    norm_Q = radial_integral(Q0**2)
    inverse_r_Q = radial_integral(Q0**2 / r)
    E1 = radial_integral(Q0**2 * (V - E0))
    assert sp.simplify(E1 - claimed[name]*Z**4) == 0
    radial[name] = (P0, Q0)
    moments[name] = (norm_Q, inverse_r_Q, E1)

# Three-dimensional quadrature at Z = 1 with explicit Pauli matrices
x, y, z = sp.symbols("x y z", real=True)
distance = sp.sqrt(x**2 + y**2 + z**2)


def cartesian(R):
    return R.subs(Z, 1).subs(r, distance)


s_unit = 1 / sp.sqrt(4*sp.pi)
spinors = {
    "2s1/2": (cartesian(R_2s)*s_unit, sp.Integer(0)),
    "2p1/2": (cartesian(R_2p/r)*s_unit*z,
              cartesian(R_2p/r)*s_unit*(x + sp.I*y)),
    "2p3/2": (-cartesian(R_2p/r)*sp.sqrt(3/(8*sp.pi))*(x + sp.I*y),
              sp.Integer(0)),
}
r_nodes, r_weights = np.polynomial.laguerre.laggauss(16)
u_nodes, u_weights = np.polynomial.legendre.leggauss(8)
phi_nodes = 2*np.pi*np.arange(8)/8
rg, ug, pg = np.meshgrid(r_nodes, u_nodes, phi_nodes, indexing="ij")
weights = ((r_weights*np.exp(r_nodes)*r_nodes**2)[:, None, None]
           * u_weights[None, :, None] * (2*np.pi/8))
sin_theta = np.sqrt(1 - ug**2)
points = (rg*sin_theta*np.cos(pg), rg*sin_theta*np.sin(pg), rg*ug)
quadrature_3d = {}
for name, (up, down) in spinors.items():
    sp_up = -sp.I*(sp.diff(up, z) + sp.diff(down, x) - sp.I*sp.diff(down, y))
    sp_down = -sp.I*(sp.diff(up, x) + sp.I*sp.diff(up, y) - sp.diff(down, z))
    values = [sp.lambdify((x, y, z), f, "numpy")(*points)
              for f in (up, down, sp_up, sp_down)]
    norm = np.sum(weights*(np.abs(values[0])**2 + np.abs(values[1])**2))
    density = np.abs(values[2])**2 + np.abs(values[3])**2
    quadrature_3d[name] = np.sum(weights*density*(-1/rg + 1/8)) / 4
    assert abs(norm - 1) < 1e-10
    assert abs(quadrature_3d[name] - float(claimed[name])) < 1e-10

# Radial Dirac equation by shooting, with two overlap integrals carried along
charge = 20.0
c_light = 1 / alpha
E0_num = -charge**2 / 8


def integrate_dirac(E, c, kappa, P0, Q0):
    """Outward and inward solutions at the matching radius."""
    c2 = c*c
    gamma = math.sqrt(kappa**2 - (charge/c)**2)

    def slope(log_r, f):
        rr = math.exp(log_r)
        kinetic = E + charge/rr
        P, Q = f[0], f[1]
        return [-kappa*P + rr*(2 + kinetic/c2)*Q,
                kappa*Q - rr*kinetic*P,
                rr*P0(rr)*P,
                -rr*Q0(rr)*kinetic*Q]

    if kappa < 0:
        start = [1.0, -charge/(gamma - kappa), 0.0, 0.0]
    else:
        start = [charge/(c2*(gamma + kappa)), 1.0, 0.0, 0.0]
    decay = math.sqrt(-2*E - E*E/c2)
    tail = [1.0, -decay/(2 + E/c2), 0.0, 0.0]
    match = math.log(4/charge)
    ends = []
    for first, values in ((1e-6/charge, start), (50/charge, tail)):
        solution = solve_ivp(slope, (math.log(first), match), values,
                             method="DOP853", rtol=1e-12, atol=1e-13)
        assert solution.success
        ends.append(solution.y[:, -1])
    return ends


def mismatch(E, c, kappa, P0, Q0):
    out, inw = integrate_dirac(E, c, kappa, P0, Q0)
    size = math.hypot(out[0], out[1]) * math.hypot(inw[0], inw[1])
    return (out[0]*inw[1] - out[1]*inw[0]) / size


dirac_shift = {}
identity_shift = {}
scaled = {}
limit_coefficient = {}
remainder_ratio = {}
for name, (kappa, R) in states.items():
    P0, Q0 = [sp.lambdify(r, sp.N(f.subs(Z, 20)), "math")
              for f in radial[name]]
    scaled[name] = []
    for factor in (1, 2, 4):
        c = factor*c_light
        arguments = (c, kappa, P0, Q0)
        E = brentq(mismatch, -0.130*charge**2, -0.1245*charge**2,
                   args=arguments, xtol=1e-12, rtol=1e-14)
        out, inw = integrate_dirac(E, *arguments)
        scale = np.dot(out[:2], inw[:2]) / np.dot(inw[:2], inw[:2])
        overlap = out[2] - scale*inw[2]
        coupling = out[3] - scale*inw[3]
        from_identity = coupling / (c*c*overlap)
        assert abs(from_identity/(E - E0_num) - 1) < 1e-6
        if factor == 1:
            dirac_shift[name] = E - E0_num
            identity_shift[name] = from_identity
        scaled[name].append((E - E0_num)*c*c/charge**4)
    K1, K2, K4 = scaled[name]
    target = float(claimed[name])
    limit_coefficient[name] = (4*K4 - K2) / 3
    remainder_ratio[name] = (K1 - target) / (K2 - target)
    # extrapolation leaves a remainder of order (Z/c)^4, about 1e-7 here
    assert abs(limit_coefficient[name] - target) < 1e-6
    # the ratio is 4 up to corrections of relative order (Z/c)^2
    assert abs(remainder_ratio[name] - 4) < 0.2

# Worked example
hartree_eV = physical_constants["Hartree energy in eV"][0]
first_order = {name: float(moments[name][2].subs(Z, 20))/c_light**2
               for name in states}
print("Nuclear charge Z =", int(charge))
print(f"Speed of light c = {c_light:.6f} a.u.")
print(f"(Z/c)^2 = {(charge/c_light)**2:.6f}")
print(f"Zero-order energy E0 = {E0_num:.6f} hartree")
print(f"Hartree in eV = {hartree_eV:.6f} eV")
for name in states:
    norm_Q, inverse_r_Q, E1 = moments[name]
    error = first_order[name]/dirac_shift[name] - 1
    print(f"--- {name}, kappa = {states[name][0]}")
    print("integral of Q0^2 (a.u.):", norm_Q)
    print("integral of Q0^2/r (a.u.):", inverse_r_Q)
    print("E1 = c^2 times first-order shift (a.u.):", E1)
    print(f"E1 at Z=1 by 3D quadrature: {quadrature_3d[name]:.10f} a.u.")
    print(f"first-order shift: {first_order[name]:.6f} hartree"
          f" = {first_order[name]*hartree_eV:.4f} eV")
    print(f"numerical Dirac shift: {dirac_shift[name]:.6f} hartree")
    print(f"shift from exact identity: {identity_shift[name]:.6f} hartree")
    print(f"first-order/Dirac - 1: {100*error:.3f} percent")
    print("shift*c^2/Z^4 for c, 2c, 4c:",
          ", ".join(f"{K:.7f}" for K in scaled[name]))
    print(f"extrapolated to infinite c: {limit_coefficient[name]:.7f}")
    print(f"remainder ratio, c to 2c: {remainder_ratio[name]:.3f}")
splitting = first_order["2p3/2"] - first_order["2p1/2"]
splitting_dirac = dirac_shift["2p3/2"] - dirac_shift["2p1/2"]
assert abs(splitting*32*c_light**2/charge**4 - 1) < 1e-12
assert abs(dirac_shift["2s1/2"] - dirac_shift["2p1/2"]) < 1e-7
print("--- fine structure 2p3/2 - 2p1/2")
print(f"first order: {splitting:.6f} hartree = {splitting*hartree_eV:.4f} eV")
print(f"numerical Dirac: {splitting_dirac:.6f} hartree")
print("finished without a failed check")
```

Running it gives:

```
Nuclear charge Z = 20
Speed of light c = 137.035999 a.u.
(Z/c)^2 = 0.021301
Zero-order energy E0 = -50.000000 hartree
Hartree in eV = 27.211386 eV
--- 2s1/2, kappa = -1
integral of Q0^2 (a.u.): Z**2/16
integral of Q0^2/r (a.u.): 3*Z**3/64
E1 = c^2 times first-order shift (a.u.): -5*Z**4/128
E1 at Z=1 by 3D quadrature: -0.0390625000 a.u.
first-order shift: -0.332821 hartree = -9.0565 eV
numerical Dirac shift: -0.336594 hartree
shift from exact identity: -0.336594 hartree
first-order/Dirac - 1: -1.121 percent
shift*c^2/Z^4 for c, 2c, 4c: -0.0395054, -0.0391721, -0.0390898
extrapolated to infinite c: -0.0390624
remainder ratio, c to 2c: 4.041
--- 2p1/2, kappa = 1
integral of Q0^2 (a.u.): Z**2/16
integral of Q0^2/r (a.u.): 3*Z**3/64
E1 = c^2 times first-order shift (a.u.): -5*Z**4/128
E1 at Z=1 by 3D quadrature: -0.0390625000 a.u.
first-order shift: -0.332821 hartree = -9.0565 eV
numerical Dirac shift: -0.336594 hartree
shift from exact identity: -0.336594 hartree
first-order/Dirac - 1: -1.121 percent
shift*c^2/Z^4 for c, 2c, 4c: -0.0395054, -0.0391721, -0.0390898
extrapolated to infinite c: -0.0390624
remainder ratio, c to 2c: 4.041
--- 2p3/2, kappa = -2
integral of Q0^2 (a.u.): Z**2/16
integral of Q0^2/r (a.u.): Z**3/64
E1 = c^2 times first-order shift (a.u.): -Z**4/128
E1 at Z=1 by 3D quadrature: -0.0078125000 a.u.
first-order shift: -0.066564 hartree = -1.8113 eV
numerical Dirac shift: -0.066742 hartree
shift from exact identity: -0.066742 hartree
first-order/Dirac - 1: -0.266 percent
shift*c^2/Z^4 for c, 2c, 4c: -0.0078334, -0.0078177, -0.0078138
extrapolated to infinite c: -0.0078125
remainder ratio, c to 2c: 4.010
--- fine structure 2p3/2 - 2p1/2
first order: 0.266257 hartree = 7.2452 eV
numerical Dirac: 0.269852 hartree
finished without a failed check
```
